\section*{One Bare and One Screened Vertex in the Phonon Self-Energy, part 1}

(Sections cited here and not found follow in the second part.)

\section{One displacement and one density}

Take a single nuclear displacement $u$ and a single electronic density variable $\delta n$, both static and small. Let the energy be
\begin{equation}
E(\delta n,u)=\frac{\delta n^2}{2|\chi_0|}+\frac12 K\,\delta n^2+g_b\,u\,\delta n ,\qquad \chi_0<0,\quad K>0 .
\end{equation}
The first term is the cost of deforming non-interacting electrons, the second their mutual repulsion, and the third their coupling to the moved nucleus through the bare vertex $g_b$. Setting $\partial E/\partial\delta n=0$ and using $|\chi_0|=-\chi_0$ gives $\delta n=\chi_0(g_bu+K\delta n)$. The bracket is the total potential that an electron feels. Call it $g_su$; then
\begin{equation}
\delta n=\chi_0 g_s u,\qquad g_s=g_b+K\chi_0g_s=\frac{g_b}{1-K\chi_0}.
\end{equation}
At the minimum $dE/du=\partial E/\partial u=g_b\,\delta n$, so the electrons add to the force constant
\begin{equation}
\Pi=\frac{d^2E}{du^2}=g_b\,\chi_0\,g_s=\frac{g_b^2\chi_0}{1-K\chi_0}.
\end{equation}
The two vertices have different jobs. The screened one creates the density, because the electrons respond to the total potential. The bare one turns that density into a force, because the nucleus appears in $E$ through $g_b$ and nowhere else.

The alternative $g_s\chi_0g_s=g_b^2\chi_0/(1-K\chi_0)^2$ also has a meaning. Independent electrons in the fixed potential $g_su$ have the energy $\delta n^2/2|\chi_0|+g_su\,\delta n$, whose minimum is $\frac12\chi_0g_s^2u^2$. It is the second-order response of the one-electron energy to a given potential. In a system with an unperturbed density, the full sum of eigenvalues also contains that density times the change of the potential. Since $g_su\,\delta n=g_bu\,\delta n+K\delta n^2$, the energy of the independent electrons holds the repulsion with coefficient $1$, whereas $E$ holds it with coefficient $\frac12$. Hence $E=\frac12\chi_0g_s^2u^2-\frac12K\delta n^2$, or, with $\delta n$ now taken per unit $u$,
\begin{equation}
\Pi=g_s\chi_0g_s-K\,\delta n^2 .
\end{equation}

\section{The belief and its appeal}

The belief is that the phonon self-energy is the bare electron-hole bubble closed at both ends by the screened vertex, $\Pi=g_s\chi_0g_s$. Three arguments support it. An electron scatters off the self-consistent potential, so $g_s$ is the physical matrix element. The golden rule for the decay of a phonon into an electron-hole pair contains a squared matrix element, which suggests $|g_s|^2$. And the creation and the absorption of a pair are mirror processes, so an expression with unequal ends looks lopsided.

The first argument is correct, the second is correct for the imaginary part (with the bare bubble in mean-field theory with a static kernel, and beyond it only once the bubble is replaced by the full polarization), and the third mistakes the form of an expression for its value. The opposite slogan, that one vertex is bare and one screened in every formula, fails as well: for the linewidth and for the frequency-dependent part of $\Pi$ two screened vertices are right.

\section{The general form}

Atomic units are used in the algebra, the electrons start in their ground state, and response functions are retarded, defined for $\mathrm{Im}\,z>0$ and on the real axis as $z=\omega+i0$. Densities and potentials are column vectors over space points or sites, and $\chi$, $v$, $K$ are matrices. For mass-weighted real displacements $u_\mu$ the electron-nucleus potential is expanded as $V=V_0+\sum_\mu g_{b,\mu}u_\mu+O(u^2)$, and $g_b$ is the real matrix with columns $g_{b,\mu}$. The ion-ion repulsion and the term $\int n_0\,\partial^2V/\partial u_\mu\partial u_\nu$ with the unperturbed density form a matrix $\Omega^2$, and the electronic force at $u=0$ cancels the ion-ion force at equilibrium. To first order in $u$ the nuclei obey $\ddot u=-\Omega^2u-g_b^T\delta n$. The electrons see the external potential $g_bu$ and respond with $\delta n=\chi g_bu$. For $u\propto e^{-izt}$,
\begin{equation}
z^2u=[\Omega^2+\Pi(z)]u,\qquad \Pi(z)=g_b^T\chi(z)g_b .
\label{bb}
\end{equation}
Here $\chi$ is the response of the interacting electrons at clamped nuclei, so \eqref{bb} holds to second order in the electron-phonon coupling and makes no approximation for the electron-electron interaction. For one mode, $\Pi/2\Omega$ is the self-energy in the convention where the coupling multiplies $b+b^\dagger$, since $u=(b+b^\dagger)/\sqrt{2\Omega}$.

First-order time-dependent perturbation theory gives $\delta n(t)=-i\int^t\langle[\hat n(t),\hat n^T(t')]\rangle\,\delta v(t')\,dt'$. Inserting eigenstates $|s\rangle$ with excitation energies $\omega_s$ and real matrix elements $\rho_s=\langle0|\hat n|s\rangle$, and using $\int_0^\infty e^{i(z\mp\omega_s)t}dt=i/(z\mp\omega_s)$, one finds
\begin{equation}
\chi(z)=\sum_s\rho_s\rho_s^T\Big[\frac1{z-\omega_s}-\frac1{z+\omega_s}\Big]=\sum_s\frac{2\omega_s\,\rho_s\rho_s^T}{z^2-\omega_s^2}.
\label{leh}
\end{equation}
This matrix is symmetric. The matrix elements can be chosen real when the Hamiltonian is real, as it is without a magnetic field and spin-orbit coupling; this case is assumed here. For closed-shell independent electrons the states are pairs of an occupied orbital $i$ and an empty orbital $a$, each in two spin copies, so $\chi_0(z)=\sum_{ia}4\omega_{ia}\rho_{ia}\rho_{ia}^T/(z^2-\omega_{ia}^2)$ with $\rho_{ia}=\phi_i\phi_a$. This is the bare bubble.

A screened vertex enters when the response is referred to the total potential $\delta v_{\rm tot}=\delta v_{\rm ext}+v\,\delta n$, with $v$ the Coulomb interaction. Define the polarization $P$ by $\delta n=P\,\delta v_{\rm tot}$. Then $\chi=P+Pv\chi$, which shows that $P$ collects the diagrams that do not fall apart when one line $v$ is cut. Solving gives $\chi=(1-Pv)^{-1}P=P(1-vP)^{-1}$, where the two forms agree because $P(1-vP)=(1-Pv)P$. With $g_s=(1-vP)^{-1}g_b$, equation \eqref{bb} becomes
\begin{equation}
\Pi=g_b^T\,P\,g_s=\big[g_b^T(1-Pv)^{-1}\big]P\,g_b=g_s^T\,P\,g_b .
\label{bs}
\end{equation}
The last step uses the symmetry of $P$ and $v$. The screening may sit at either end, which answers the argument from symmetry: $\Pi$ is a symmetric matrix although each of the two expressions looks uneven.

The bubble in \eqref{bs} is $P$, not $\chi_0$. In time-dependent mean-field theory with a local potential the electrons are independent particles in a potential that changes by $\delta v_{\rm ext}+K\delta n$, where $K=v$ for Hartree theory (the random-phase approximation, RPA) and $K=v+f_{xc}$ for an adiabatic density functional. There $\delta n=\chi_0(\delta v_{\rm ext}+K\delta n)$ and
\begin{equation}
\Pi=g_b^T\chi_0\,g_s,\qquad g_s=(1-K\chi_0)^{-1}g_b .
\label{mf}
\end{equation}
The identities below use a symmetric bubble (real at $z=0$, complex in general) and a real symmetric static kernel, together with the real $g_b$ defined above. They are written for $(\chi_0,K)$ and hold equally for $(P,v)$.

\subsection{A correlated dimer}

Take a two-site Hubbard model with two electrons, hopping $t$, repulsion $U$, and a phonon $\omega_0b^\dagger b$ coupled through $g(b+b^\dagger)\hat d$, with $\hat d=\hat n_1-\hat n_2$. In the singlet basis (both electrons on site 1, both on site 2, one on each) $\hat d=\mathrm{diag}(2,-2,0)$, the diagonal energies are $(U,U,0)$, and $-\sqrt2t$ couples the third state to each of the first two. The ground state is even under exchange of the sites and $\hat d$ is odd, so $\langle0|\hat d|0\rangle=0$. Second-order perturbation theory shifts the level with $m$ phonons by $g^2\sum_sd_s^2[(m+1)/(-\omega_s-\omega_0)+m/(-\omega_s+\omega_0)]$, with $d_s=\langle0|\hat d|s\rangle$. Subtracting $m=0$ from $m=1$ leaves
\begin{equation}
\delta\omega=g^2\sum_sd_s^2\Big[\frac1{\omega_0-\omega_s}-\frac1{\omega_0+\omega_s}\Big]=g^2\chi(\omega_0),
\end{equation}
which is \eqref{bb} for a quantum oscillator. For $t=1$ eV, $U=4$ eV, $\omega_0=0.2$ eV, diagonalization of the electron-phonon Hamiltonian, extrapolated to $g\to0$, gives $\delta\omega/g^2=-0.2431$ eV$^{-1}$, equal to $\chi(\omega_0)$ within the tested $10^{-4}$ relative.

At $U=0$ the ground state is $(\frac12,\frac12,\frac1{\sqrt2})$ with energy $-2t$, and $\hat d$ maps it to $(1,-1,0)$, which has energy $0$ and squared norm $2$. Thus $\chi_0(\omega_0)=2\cdot2\cdot2/(0.04-4)=-2.0202$ eV$^{-1}$. The Hartree energy $\frac12U(n_1^2+n_2^2)=\frac14U(N^2+d^2)$ gives the kernel $U/2=2$ eV for $d$. The bare-screened form with the bare bubble yields $-2.0202/(1+4.0404)=-0.4008$ eV$^{-1}$, too large in magnitude by 65\% of the diagonalization value. Removing the same-spin part of the Hartree energy would halve the kernel and make the magnitude larger still. The polarization, obtained from its definition, is $P=\chi/(1+K\chi)=-0.4730$ eV$^{-1}$, far from $\chi_0$. Even with this $P$, two screened vertices give $P/(1-KP)^2=-0.1249$ eV$^{-1}$, about half the diagonalization value. The choice of bubble and the choice of vertices are separate questions.

\section{What is counted twice}

Expand \eqref{mf} in the kernel: $\Pi=\sum_ng_b^T\chi_0(K\chi_0)^ng_b$, with each chain of $n+1$ bubbles present once. With both ends screened, $g_s^T=g_b^T(1-\chi_0K)^{-1}$ and
\begin{equation}
g_s^T\chi_0g_s=\sum_{l,m}g_b^T(\chi_0K)^l\chi_0(K\chi_0)^mg_b=\sum_n(n+1)\,g_b^T\chi_0(K\chi_0)^ng_b ,
\end{equation}
because $(\chi_0K)^l\chi_0=\chi_0(K\chi_0)^l$ and $l+m=n$ has $n+1$ solutions. Any of the $n+1$ bubbles can play the central one, and the sum takes every choice. The error begins at first order in $K$, where the coefficient is $2$ in place of $1$.

The series need not converge, and in a metal at small wave vector it does not, so a closed form is needed. Let $A=1-\lambda K\chi_0$ at fixed $\chi_0$, and let $\Pi_\lambda=g_b^T\chi_0A^{-1}g_b$ be the self-energy with kernel $\lambda K$. From $dA^{-1}/d\lambda=A^{-1}K\chi_0A^{-1}$,
\begin{equation}
\frac{d}{d\lambda}\big[\lambda\chi_0A^{-1}\big]=\chi_0A^{-1}\big(A+\lambda K\chi_0\big)A^{-1}=\chi_0A^{-1}A^{-1}.
\end{equation}
At $\lambda=1$, $\chi_0A^{-1}=(1-\chi_0K)^{-1}\chi_0$, so $g_s^T\chi_0g_s=d(\lambda\Pi_\lambda)/d\lambda=\Pi+d\Pi_\lambda/d\lambda$. The doubly screened form equals $\Pi$ when $\Pi$ is insensitive to the strength of the kernel, for instance when $K\chi_0g_b=0$.

The surplus can also be written as an energy. Since $g_b$ is real, $g_b^T=g_b^\dagger=g_s^\dagger(1-\chi_0^\dagger K^\dagger)$. Inserting this in \eqref{mf} and writing $\delta n=\chi_0g_s$ for the induced density per unit displacement,
\begin{equation}
\Pi=g_s^\dagger\chi_0g_s-\delta n^\dagger K^\dagger\,\delta n .
\label{dc}
\end{equation}
At zero frequency everything is real and this is the matrix form of the opening result. For a positive kernel the last term is negative semidefinite, so omitting it makes the static phonons too stiff.

\section{Where two screened vertices are right}

\subsection{The imaginary part}

For a matrix $X$ define $\mathrm{Im}\,X=(X-X^\dagger)/2i$, which is the elementwise imaginary part when $X$ is symmetric. For fixed $y$, $\mathrm{Im}(y^\dagger Xy)=y^\dagger(\mathrm{Im}\,X)y$, and $\mathrm{Im}\,K^\dagger=-\mathrm{Im}\,K$. Equation \eqref{dc} then gives
\begin{equation}
\mathrm{Im}\,\Pi(z)=g_s(z)^\dagger\,\mathrm{Im}\chi_0(z)\,g_s(z)+\delta n^\dagger\,\mathrm{Im}K\,\delta n .
\label{im}
\end{equation}
For a static Hermitian kernel the second term vanishes: the double-counting term is Hermitian and absorbs no energy. The golden-rule argument is thereby vindicated, with both vertices screened at the frequency of the phonon: for $(\chi_0,K)$ in mean-field theory, and beyond it for $(P,v)$, where the bare bubble no longer suffices. By \eqref{leh}, $\mathrm{Im}\chi_0(\omega+i0)=-2\pi\sum_{ia}\rho_{ia}\rho_{ia}^T\delta(\omega-\omega_{ia})$ for $\omega>0$, so $\mathrm{Im}\,\Pi$ is negative semidefinite, as damping requires. There is no conflict with \eqref{mf}, whose imaginary part has a contribution from $\mathrm{Im}\,g_s$ as well as from $\mathrm{Im}\chi_0$. Replacing $g_s(\omega)$ in \eqref{mf} by the real $g_s(0)$ discards that contribution; the elementwise imaginary part is then $g_b^T\,\mathrm{Im}\chi_0\,g_s(0)$, a different quantity. A frequency-dependent exchange-correlation kernel restores the second term of \eqref{im} if it has an anti-Hermitian part.

Referred to the bubble $\chi_0$ in mean-field theory, or to the polarization $P$ in general, the phonon self-energy has one bare and one screened vertex; screening both counts the repulsion twice, yet is right for the imaginary part when the kernel is static and Hermitian. What remains is to treat differences such as the frequency-dependent part of $\Pi$, to check the identities numerically on a six-site chain, and to apply the two forms to sound and its damping in jellium.

All numerical values are calculated from the stated model.
